# Transient Current Powers from Multiple Trapping in an Exponential Tail

A pulse of carriers is released at one face of an insulating film, and the time $t_T$ at which the current bends downwards is read as a transit time. The usual next step is a mobility, $L/(Ft_T)$, for thickness $L$ and field $F$. If the carriers are held up by an exponential tail of traps whose characteristic temperature exceeds that of the film, this number is not a property of the material. In the example below it is some 560 times smaller than the band mobility, and doubling the thickness multiplies the transit time by 3.2 instead of 2. A mobility taken on one film then predicts the wrong delay in a thicker one at the same field. What can be carried over is the pair of power laws on either side of the bend, with prefactors that scale as $F/L$ before it and as $L/F$ after it.

## Model and assumptions

A sheet of charge $Q$ per unit area, made of carriers of charge $q>0$, is released at $x=0$, $t=0$. The far electrode at $x=L$ absorbs carriers. Free carriers drift at $v=\mu_0F$, where $\mu_0$ is the band mobility, so the trap-free transit time is $t_0=L/v$. Trap depth $E>0$ is measured from the band edge. The traps have the normalized distribution

$$p(E)=\frac{e^{-E/kT_t}}{kT_t},\qquad r(E)=\nu e^{-E/kT},\qquad a=\frac{T}{T_t},$$

where $r$ is the release rate and $T_t$ the tail temperature. A free carrier is captured at total rate $w$, with the same capture coefficient for every trap. The mean number of captures in one crossing is $K=wt_0$.

The voltage is fixed and the traps are initially empty and stay nearly so. Diffusion, space charge, recombination and direct hops between traps are neglected.

The ratio $w/\nu$ is fixed by equilibrium. Let $b$ be the capture coefficient, $N_t$ the trap density and $N_c$ the effective band density, so that $w=bN_t$. With the Fermi level at depth $E_F$ and low occupation, the free density is $N_ce^{-E_F/kT}$ and a trap is filled with probability $e^{(E-E_F)/kT}$. Equal capture and release per trap require $bN_ce^{-E_F/kT}=r\,e^{(E-E_F)/kT}$, hence $r=bN_ce^{-E/kT}$. Therefore $\nu=bN_c$ and $w/\nu=N_t/N_c$. If the tail joins a flat band of density of states $g_0$ continuously, $N_t=g_0kT_t$ and $N_c=g_0kT$, which gives $w/\nu=1/a$. The theorem does not need this last relation; the example uses it.

## Theorem

Let $0<a<1$ and $K\gg1$. To leading order, the current density in the external circuit is

$$I(t)=\frac{Q\nu}{K}\,\frac{\sin\pi a}{\pi\,\Gamma(1+a)}\,(\nu t)^{-(1-a)}\qquad\text{before transit},$$

$$I(t)=\frac{Q\nu K}{2}\,a\,\Gamma(1+a)\,(\nu t)^{-(1+a)}\qquad\text{after transit}.$$

The two laws cross at

$$\nu t_T=\left[K\sqrt{\tfrac12\Gamma(1+a)^3\,\Gamma(1-a)}\right]^{1/a}.$$

The first law requires $t\ll t_T$, $\nu t\gg1$ and $(\nu t)^{1-a}\gg\nu/w$, the last so that trapping outweighs free flight. The second requires $t\gg t_T$ and $t\gg t_0$. The crossing marks the bend only up to a factor that depends mainly on $a$: for $K=8333$ and $w/\nu=1/a$ the log-log slope of the full current passes through $-1$ at $0.47\,t_T$ for $a=0.3$, at $1.02\,t_T$ for $a=0.6$ and at $2.1\,t_T$ for $a=0.9$.

## Lemma 1: the transform of the current

**Claim.** With $\tilde I(s)=\int_0^\infty I\,e^{-st}dt$,

$$\tilde I(s)=Q\,\frac{1-e^{-y}}{y},\qquad y=t_0\left[s+w\int_0^\infty\frac{p(E)\,s}{s+r(E)}\,dE\right].$$

**Proof.** Let $n(x,t)$ be the free density and $\rho(x,E,t)$ the trapped density per unit energy. Then

$$\frac{\partial n}{\partial t}+v\frac{\partial n}{\partial x}=\frac Qq\,\delta(x)\delta(t)-\int\frac{\partial\rho}{\partial t}dE,\qquad \frac{\partial\rho}{\partial t}=wp\,n-r\rho.$$

Since $\rho=0$ at the start, the second equation transforms to $s\tilde\rho=wp\,\tilde n-r\tilde\rho$, so $\tilde\rho=wp\,\tilde n/(s+r)$. Inserting this in the first gives

$$v\frac{d\tilde n}{dx}+\frac{y}{t_0}\tilde n=\frac Qq\,\delta(x),\qquad \tilde n=\frac{Q}{qv}\,e^{-xy/L},$$

because $vt_0=L$.

The sum of conduction and displacement current does not depend on $x$. Averaged over the film, the displacement part is proportional to the rate of change of the voltage, which is zero. Hence $I=(qv/L)\int_0^Ln\,dx$, and

$$\tilde I=\frac{qv}{L}\,\frac{Q}{qv}\,\frac{L}{y}\,(1-e^{-y})=Q\,\frac{1-e^{-y}}{y}.\qquad\blacksquare$$

## Lemma 2: the fractional power

**Claim.** With $z=s/\nu$ and $C=\pi a/\sin\pi a=\Gamma(1+a)\Gamma(1-a)$, for small $z$

$$y=K\left[Cz^a+\left(\frac\nu w-\frac a{1-a}\right)z+O(z^2)\right].$$

**Proof.** Put $u=e^{-E/kT}$. Then $e^{-E/kT_t}=u^a$ and $dE=-kT\,du/u$, so $p\,dE$ becomes $a\,u^{a-1}du$ on $0<u<1$. The trap integral is

$$J=\int_0^1\frac{a\,u^{a-1}z}{z+u}du=\int_0^\infty\frac{a\,u^{a-1}z}{z+u}du-\int_1^\infty\frac{a\,u^{a-1}z}{z+u}du .$$

In the first part set $u=z\xi$. It becomes $a z^a\int_0^\infty\xi^{a-1}(1+\xi)^{-1}d\xi=az^a\,\pi/\sin\pi a=Cz^a$. This beta integral converges at large $\xi$ because $a<1$. The substitution is made for $z>0$; both sides are analytic in $z$ off the negative real axis, so the result holds there too. In the second part $u\ge1\gg z$, so it equals $az\int_1^\infty u^{a-2}du+O(z^2)=az/(1-a)+O(z^2)$. Finally $y=t_0s+KJ$, and $t_0s=Kz\,\nu/w$. $\blacksquare$

The power $z^a$ has a physical origin. The mean time spent in a trap is $\int(p/r)\,dE=(a/\nu)\int_0^1u^{a-2}du$, which diverges for $a<1$. No average delay per capture exists, and so no constant drift velocity emerges.

## Proof of the theorem

Times $t\gg1/\nu$ are governed by $|z|\sim1/(\nu t)\ll1$, where $y\approx KCz^a$.

**Before transit.** Write $\tilde I=Q/y-Qe^{-y}/y$. On the inversion line $\mathrm{Re}\,s=1/t$ we have $|\arg s|<\pi/2$ and $|s|\ge1/t$, so

$$\mathrm{Re}\,y\ge KC\,|z|^a\cos\frac{\pi a}2\ge KC\,(\nu t)^{-a}\cos\frac{\pi a}2 .$$

For $t\ll t_T$ the right side is large and the term with $e^{-y}$ is exponentially small: the far electrode is not yet felt. There remains $\tilde I\approx Q\nu^as^{-a}/(KC)$. From $\int_0^\infty t^{a-1}e^{-st}dt=\Gamma(a)s^{-a}$,

$$I=\frac{Q\nu}{K\,C\,\Gamma(a)}(\nu t)^{a-1},\qquad C\,\Gamma(a)=\frac{\pi a\Gamma(a)}{\sin\pi a}=\frac{\pi\Gamma(1+a)}{\sin\pi a},$$

which is the first law.

**After transit.** Now $|y|\ll1$ and $\tilde I=Q(1-y/2+y^2/6-\dots)$. Fold the inversion contour around the negative real axis, $s=\varrho e^{\pm i\pi}$. The factor $e^{-\varrho t}$ confines the integral to $\varrho\lesssim1/t$, so the expansion may be used. Constants and whole powers of $s$ take the same value on both sides of the cut and cancel. The leading survivor is $s^a$, whose two sides give

$$\frac1{2\pi i}\int_0^\infty\varrho^a\left(e^{-i\pi a}-e^{i\pi a}\right)e^{-\varrho t}d\varrho=-\frac{\sin\pi a}{\pi}\,\Gamma(1+a)\,t^{-1-a}.$$

Its coefficient in $\tilde I$ is $-QKC\nu^{-a}/2$. The two minus signs cancel, and $C\sin(\pi a)/\pi=a$, which gives the second law.

**Crossing.** Let $X=\nu t_T$. Equating the laws and multiplying by $X^{1+a}$,

$$X^{2a}=\frac{K^2}{2}\,\frac{\pi a}{\sin\pi a}\,\Gamma(1+a)^2=\frac{K^2}{2}\,\Gamma(1+a)^3\,\Gamma(1-a).$$

The root of order $2a$ is the stated result. $\blacksquare$

Numerical inversion of the full transform with $K=10^{12}$ tests the powers well away from the bend. For $a=0.3$, $0.6$ and $0.8$ the early slopes are $-0.700$, $-0.400$, $-0.201$, and the late ones $-1.300$, $-1.600$, $-1.802$. A simulation of 40,000 carriers with $K=400$ and $a=0.6$, which follows captures and releases one by one and uses no transform, gives slopes $-0.40$ and $-1.64$. Its largest departure from the transform in any time bin is 2.1 standard errors.

## Remarks

**1. What the carriers are doing.** Before transit, $It_0/Q$ is the fraction of carriers that are free. It falls because carriers keep finding deeper traps. Traps with $rt\gg1$ are in balance with the free carriers, and their population varies as $p/r\propto e^{E/kT-E/kT_t}$, which rises with depth since $T<T_t$. Traps with $rt\ll1$ have hardly released anything, and their population falls as $p$. The two ranges meet near $rt=1$, at the depth $E_d=kT\ln(\nu t)$. For $a=0.6$ the computed maximum lies $0.16\,kT$ above this level, towards the band.

**2. The late law from one long stay.** A trapped carrier is still in its trap after time $t$ with probability

$$\int_0^1a\,u^{a-1}e^{-u\nu t}du\approx\Gamma(1+a)(\nu t)^{-a}.$$

There are $K$ captures per crossing, spread evenly over the film, so a carrier held in one of them has on average half the film left to cross. The charge still to be collected is $\tfrac12QK\,\Gamma(1+a)(\nu t)^{-a}$, and minus its time derivative is the second law, including the factor $1/2$. In the simulation, carriers that arrived later than $1000\,t_T$ had spent on average 98.6% of their time in a single trap.

**3. Transit time and apparent mobility.** At fixed temperature and trap parameters $K\propto L/F$, so

$$t_T\propto(L/F)^{1/a},\qquad \frac{L}{Ft_T}\propto(L/F)^{1-1/a}.$$

The apparent mobility falls with thickness and rises with field. The slopes offer a consistency check on the model: they add up to $-2$, and each gives $a$ separately.

**4. How fast the laws are approached.** Keeping the next term of Lemma 2 in $Q/y$ multiplies the early law by

$$1+\beta\,\frac{\Gamma(a)}{\Gamma(2a-1)}(\nu t)^{-(1-a)},\qquad \beta=\frac1C\left(\frac a{1-a}-\frac\nu w\right).$$

Keeping the leading part of $y^2/6$ multiplies the late law by

$$1-\frac{KC}{3}\,\frac{\Gamma(-a)}{\Gamma(-2a)}(\nu t)^{-a}.$$

Both are first corrections; for $a$ close to 1 the terms left out can be of comparable size. The early correction fades slowly when $a$ is near 1, the late one when $a$ is small. With $K=8333$ and $w/\nu=1/a$, for instance, the current at $0.01\,t_T$ is 0.2% above the early law for $a=0.6$, but 75% above it for $a=0.9$. A slope read over one decade can therefore miss the limiting value. The error from these terms is largest at short times for the early law and near the bend for the late one.

**5. The case $a>1$.** The mean trapping time is now finite, $a/[(a-1)\nu]$, and for small $s$

$$y\approx s\tau,\qquad \tau=t_0\left[1+\frac w\nu\,\frac a{a-1}\right].$$

The transform $Q(1-e^{-s\tau})/(s\tau)$ belongs to a constant current $Q/\tau$ that ends at $\tau$. The early power law gives way to a plateau. For $1<a<2$ the next term of $y$ is of order $s^a$, and at time $t$ it is smaller than the first by a factor of about $(\nu t)^{-(a-1)}$. Just above $a=1$ this factor fades very slowly, and the plateau keeps a slight downward slope even at large $K$: for $a=1.1$ and $w/\nu=1/a$ the slope at $0.3\,\tau$ is $-0.04$ at $K=10^4$ and $-0.014$ at $K=10^8$. The level and the end of the plateau are also reached slowly: for $a=1.1$ and $K=10^4$ the current is about $1.4\,Q/\tau$ at $0.3\,\tau$ and has already dropped to about $0.2\,Q/\tau$ at $0.8\,\tau$. For $a=1.5$, $w/\nu=1/a$ and $K=10^6$, the computed slope at $0.3\,\tau$ is $-0.0003$.

**6. A tail that ends.** If there are no traps deeper than $E_m$, the slowest release rate is $r(E_m)$ and the cut in $s$ starts at $-r(E_m)$ instead of zero. If $1/r(E_m)\gg t_T$, the late power law is seen first and gives way to an essentially exponential decay at times beyond about $1/r(E_m)$.

## Example: a 500 nm interlayer film

Take $L=500$ nm, $F=0.1$ MV/cm, $\mu_0=1$ cm²/Vs, $\nu=10^{13}$ s⁻¹, $T=378$ K, $T_t=630$ K and $Q=0.5$ nC/cm². Then $a=0.6$ and

$$v=10^5\ \text{cm/s},\qquad t_0=\frac{5\times10^{-5}\ \text{cm}}{10^5\ \text{cm/s}}=0.5\ \text{ns},\qquad K=\frac{\nu t_0}{a}=\frac{5000}{0.6}=8333.$$

The crossing formula gives $\nu t_T=2.82\times10^6$, so $t_T=282$ ns. The apparent mobility is $1.8\times10^{-3}$ cm²/Vs. The current densities, in mA/cm², are:

| $t/t_T$ | full transform | early law | late law |
|---|---|---|---|
| 0.01 | 3.38 | 3.37 | – |
| 0.1 | 1.344 | 1.343 | – |
| 1 | 0.42 | 0.53 | 0.53 |
| 10 | 0.0148 | – | 0.0134 |
| 100 | 0.000349 | – | 0.000337 |

Since $Q/t_0$ is 1 A/cm², the first row means that 0.34% of the carriers are free at $0.01\,t_T$. The early law is there 0.24% low, which is what Remark 4 gives with $\beta=0.45$. At the crossing the true current lies 21% below both laws. At $100\,t_T$ it is 3.4% above the late law, where Remark 4 gives 3.6%. The slope passes through $-1$ at 288 ns, close to $t_T$, and doubling $L$ at fixed field multiplies that time by 3.176, against $2^{1/0.6}=3.175$.

Cooling to 300 K, with $\nu$, $\mu_0$, $T_t$ and the field held fixed, lowers $a$ to 0.476 and raises $t_T$, the crossing of the two laws, to 16 µs, a factor of 57. The time at which the slope passes through $-1$ rises less, to 12 µs, a factor of 42, because its ratio to $t_T$ depends on $a$.

**Relation to real films.** The thickness and temperature are in the rough range of organosilicate interlayer dielectrics, and the field is far below breakdown, which lies roughly at several MV/cm. The band mobility, $\nu$, $T_t$ and the band-edge density of states, $10^{21}$ cm⁻³eV⁻¹, are round assumptions, not data for a particular film, so the 282 ns is a result of the model. Empty traps are assumed to be neutral. For an isolated charged trap the field would lower the barrier by 0.17 eV (Poole–Frenkel effect, optical permittivity 2) and speed release by up to 183 times. This requires traps far apart, because the top of the barrier lies 8.5 nm from the trap. At the trap density of the example, $5.4\times10^{19}$ cm⁻³, the typical spacing $N_t^{-1/3}$ is 2.6 nm. If all were charged, their wells would overlap. For evenly spaced traps the lowering would then be only about $qF$ times half that spacing, 13 meV, which gives a factor of 1.5. The factor 183 is thus an upper bound. Were all release rates raised by it with capture unchanged, $\nu$ would be replaced by $183\,\nu$ at the same $K$, and the crossing formula would give 1.5 ns. That is only three times $t_0$, so free flight still counts: the slope of the full current passes through $-1$ at 1.8 ns, and there is no clean early power law.

For neutral traps of radius 0.5 nm the barrier is lowered by at most 5 meV, on the side facing down the field, and release is at most 17% faster. Traps this small cannot, however, capture as fast as the example assumes. It needs $b=\nu/N_c=3.1\times10^{-7}$ cm³/s, while diffusion to an isolated neutral sphere of radius $R$ gives only $4\pi R\mu_0kT/q=2.0\times10^{-8}$ cm³/s, and the crowding of the traps raises this only modestly. Since $\nu=bN_c$, this limits $\nu$ to roughly $10^{12}$ s⁻¹ and, at the same band mobility, $t_T$ to some tens of nanoseconds. The example is therefore an illustration of the power laws, not a consistent model of small neutral traps.

The other effects estimated are smaller for the parameters of the example: the space-charge field is at most 1.9% of the applied one (static permittivity 3), on average over the film at most 0.9% of the traps deeper than $E_d$ are filled at $t_T$, and diffusion, for which $kT/(qFL)$ is 0.7%, changes the currents in the table by about 2% at most if the near electrode reflects carriers, though by more at earlier times. The tail must also reach well past $E_d=0.48$ eV, the demarcation depth at $t_T$, for the late law to be seen. Direct hops between traps can be left out only if the trap states are compact. Take the rate of a hop over a distance $R$ as $\nu e^{-2R/\alpha}$, with decay radius $\alpha$ and a Boltzmann factor for hops upward in energy. With a decay radius of 0.5 nm, a trap at depth $E_d$ has on average about 0.1 neighbours to which a hop is faster than release to the band; with 1 nm the number is about 0.8.

## Numbers as computed

```
a, early slope, late slope (numerical inversion):
  0.3  -0.7000  -1.2998
  0.6  -0.4000  -1.6003
  0.8  -0.2007  -1.8021
early slope for a = 1.5: -0.0003
Monte Carlo: carriers 40000, mean captures 400, a 0.6
Monte Carlo slopes early, late: -0.403, -1.635
largest bin deviation: 2.11 standard errors
share of longest stay, arrivals after 1000 t_T: 0.986
T 378 K, T_t 630 K, a 0.600
thickness 500 nm, field 0.1 MV/cm
band mobility 1.0 cm2/Vs, nu 1.0e+13 1/s
band-edge density of states 1.0e+21 1/(cm3 eV)
sheet charge 0.50 nC/cm2
kT 0.0326 eV, kT_t 0.0543 eV
N_t 5.429e+19 1/cm3, N_c 3.257e+19 1/cm3
trap-free transit t0 0.500 ns, captures K 8333
nu t_T 2.818e+06, transit time t_T 281.8 ns
apparent mobility L/(F t_T) 1.774e-03 cm2/Vs
t/t_T, current, early law, late law (mA/cm2):
  0.01  3.382  3.374  847.5
  0.1  1.344  1.343  21.29
  1  0.421  0.5347  0.5347
  10  0.0148  0.2129  0.01343
  100  0.0003487  0.08475  0.0003374
time of slope -1: 287.5 ns
its ratio for doubled thickness 3.176, 2^(1/a) 3.175
demarcation depth E_d at t_T 0.484 eV
peak of trapped population minus E_d: -0.16 kT
at 300 K: a 0.476, t_T 15.95 us
applied voltage 5.00 V
diffusion kT/(qFL) 0.0065
static, optical permittivity 3.0, 2.0
space-charge field / applied field 0.0188
filling of traps deeper than E_d at t_T 0.0085
Poole-Frenkel lowering, charged traps 0.170 eV
  release faster by factor 183
neutral trap, radius 0.5 nm: lowering 5.0 meV, factor 1.166
tunnelling exponent from E_d, free mass 230
thermally assisted tunnelling, log of gain 0.0092
best hop rate / release to band 1.43e-03
image-force maximum at 3.46 nm from electrode
circuit time 0.266 ns (50 ohm, 0.001 cm2)
```
